Where the Maxwell and Sharvin resistances of a circular contact cross

**Problem**

Two blocks of the same metal are separated by a thin insulating wall. They touch through one circular hole of radius a. The metal has resistivity ρ, and its electrons travel a mean distance l between collisions. If a ≫ l, the current spreads according to Ohm's law, and the hole has its Maxwell resistance R_M. If a ≪ l, electrons fly through the hole without colliding near it, and the hole has its Sharvin resistance R_S.

(a) Find both limiting resistances for free electrons.

(b) At what radius do the two formulas give the same value?

(c) Evaluate this radius for a copper-like metal with electron density n = 85 nm⁻³ and l = 40 nm at 300 K. Is the common value the resistance of a hole of that size?

The resistance is the total voltage V between distant electrodes divided by the current I. The wall has zero thickness, the blocks fill their half-spaces, and there is no barrier in the hole. The Fermi surface is a sphere, scattering is elastic and isotropic, l is the same at all energies that matter, and V is small. The hole is many Fermi wavelengths wide.

**A tempting solution**

Take the Maxwell resistance as known, R_M = ρ/(2a). For the small hole, argue as follows. An electron in the hole made its last collision a distance l away, so the voltage drops over a length l. The hole then acts like a piece of wire of length l and cross-section πa²:

R_wire = ρl/(πa²).

Setting this equal to ρ/(2a) and multiplying by 2πa²/ρ gives 2l = πa, or

a = 2l/π.

The scaling with l and a is right, but the coefficient is wrong. To find the fault, we must ask how electrons moving in different directions share the voltage.

**How a wire carries its current**

Let N be the number of electron levels per unit volume and energy at the Fermi energy, with both spins counted. From n = k_F³/(3π²) and E = ħ²k²/(2m),

N = (dn/dk)/(dE/dk) = (k_F²/π²)/(ħ²k_F/m) = mk_F/(π²ħ²).

With the Fermi speed v_F = ħk_F/m, this gives

Nv_F = k_F²/(π²ħ).

Let z be the axis of the wire, and let the electric force push electrons towards positive z with strength F. The total energy up to which levels are filled, measured from its value at z = 0, is then −Fz. Free flight conserves total energy, so an electron arrives at z = 0 with the filling of the place where it last collided.

If its direction makes an angle θ with the z axis, write c = cos θ. A last flight of length s began at z = −sc, where the filling was higher by Fsc. The mean of s is l, so the average shift is

shift in a wire = Flc.

Directions are uniformly distributed in c from −1 to 1, with weight dc/2. Multiplying the shifted levels by their velocity v_F c along the axis gives the electron flow per area:

∫₋₁¹ (dc/2) N (v_F c)(Flc) = Nv_F lF/3,

because ∫₋₁¹ c² dc/2 = 1/3. The force is F = eE for an electric field of magnitude E, and each electron carries a charge of magnitude e. The conductivity is therefore

1/ρ = e²Nv_F l/3.  (1)

Inserting Nv_F gives

ρl = 3π²ħ/(e²k_F²).  (2)

The product ρl depends on the electron density alone. Equation (1) also agrees with the familiar ρ = mv_F/(ne²l), since n/(mv_F) = k_F²/(3π²ħ) = Nv_F/3.

**Where the wire picture fails**

In the tempting solution F = eV/l. Electrons moving up at angle θ then have a shift eVc, and those moving down along the same line have −eVc. The difference is

wire of length l: 2eVc.

In a hole with a ≪ l the situation is different. Most electrons in the hole last collided at a distance of order l. Seen from there, the hole covers a solid angle of order a²/l², so it hardly disturbs the local filling. The chance that the last collision lay within a few radii of the hole is of order a/l, which vanishes in this limit. All electrons coming from below therefore carry the filling of the lower block, +eV/2, and all those from above carry −eV/2. The difference is

small hole: eV, whatever the angle.

This is the fault. In the wire, an electron on a slanted path samples less of the voltage, because its last collision lay only lc away along the axis. Through the hole, every electron samples the whole voltage. The wire picture gives too much current along the axis, where 2c exceeds 1, and too little at angles with c < 1/2. The two errors do not cancel.

**The Sharvin resistance**

We sum over upward directions and include the opposite contribution of the downward ones. The electron flow per area is

Nv_F eV ∫₀¹ c dc/2 = Nv_F eV/4.

The wire's difference 2eVc would have given ∫₀¹ c·2c dc/2 = 1/3 instead of 1/4. Multiplying the correct flow by e and by the area πa² gives

I = πa²e²Nv_F V/4,

R_S = 4/(πa²e²Nv_F).

Equation (1) says e²Nv_F = 3/(ρl). Therefore

R_S = 4ρl/(3πa²).  (3)

The hole resists like a wire of length 4l/3, not l. Using (2), the same result reads

R_S = 4πħ/(e²k_F²a²).  (4)

The mean free path has dropped out, as it must for electrons that do not collide near the hole. Its presence in (3) only compensates for its presence in ρ.

**The Maxwell resistance**

For a ≫ l, Ohm's law holds locally, apart from a thin region near the rim that loses importance as a/l grows. The potential φ obeys Laplace's equation. Let r be the distance from the axis, and use coordinates fitted to the hole:

r = a√[(1 + ζ²)(1 − η²)], z = aζη, 0 ≤ η ≤ 1.

The surface ζ = 0 is the hole, and η = 0 is the wall. Positive and negative ζ describe the upper and lower blocks. Differentiation gives

∂r/∂ζ = aζ√[(1 − η²)/(1 + ζ²)], ∂z/∂ζ = aη,

∂r/∂η = −aη√[(1 + ζ²)/(1 − η²)], ∂z/∂η = aζ.

The two coordinate directions are perpendicular, because the products of these derivatives sum to −a²ζη + a²ζη = 0. The lengths per unit change of ζ and η are

h_ζ = a√[(ζ² + η²)/(1 + ζ²)],

h_η = a√[(ζ² + η²)/(1 − η²)].

The length per unit angle around the axis is r. If φ depends on ζ alone, the flux of its gradient through a surface element dη dα, with α the angle around the axis, is

(h_η r/h_ζ)(dφ/dζ) = a(1 + ζ²)(dφ/dζ).

No flux leaves sideways, so this expression must not depend on ζ. Hence dφ/dζ is proportional to 1/(1 + ζ²), and φ is a multiple of arctan ζ plus a constant. Requiring φ = ±V/2 far away gives

φ = (V/π) arctan ζ.  (5)

No current enters the wall, because φ does not change with η. In the hole ζ = 0, so h_ζ = aη and r² = a²(1 − η²), which means aη = √(a² − r²). The magnitude of the current density is

j = (1/ρ)(1/h_ζ)(dφ/dζ) = V/[πρ√(a² − r²)].

It diverges at the rim, but the total current is finite:

I = ∫₀ᵃ 2πr j dr = (2V/ρ)[−√(a² − r²)]₀ᵃ = 2aV/ρ.

Hence

R_M = ρ/(2a).  (6)

As a numerical check that does not assume the potential (5), the disc was divided into 40 rings, and their currents were solved for so that the disc had one common potential. The steep rise of the current density at the rim was built into the rings to make the result accurate. This gave R_M a/ρ = 0.49998, against 1/2 from (6).

**The crossing**

Dividing (6) by (3) gives

R_M/R_S = [ρ/(2a)]·[3πa²/(4ρl)] = 3πa/(8l).  (7)

The ratio grows in proportion to a, so it equals one at a single radius:

a* = 8l/(3π) ≈ 0.849 l.  (8)

The tempting answer 2l/π is 3/4 of this, or 25 % too small. Below a* the Sharvin formula gives the larger value, and above a* the Maxwell formula does.

**Numbers for the copper-like metal**

The density gives k_F = (3π² × 85 nm⁻³)^(1/3) = 13.60 nm⁻¹. Equation (2) then gives ρl = 657.4 Ω nm², so

ρ = 657.4 Ω nm²/40 nm = 16.44 Ω nm = 1.644 μΩ cm.

The crossing radius is

a* = 0.8488 × 40 nm = 33.95 nm,

which means a hole about 68 nm across. The two formulas give

R_M = 16.44/(2 × 33.95) Ω = 0.242 Ω,

R_S = 4 × 657.4/(3π × 33.95²) Ω = 0.242 Ω.

**The resistance at the crossing**

Each formula was derived by neglecting what the other describes, and at a* neither neglect is allowed. Within the model, the resistance can be found by tracing electrons backward from the hole.

Let P be the probability that an electron moving up through the hole came originally from the distant lower electrode. It may have passed through the hole several times. Electrons are counted by their share of the flow: evenly over the hole's area, and with weight c over directions. Its average shift is

P(eV/2) − (1 − P)(eV/2) = (2P − 1)eV/2.

By symmetry, downward electrons have the opposite shift. Compared with the Sharvin case, the current is reduced by the factor 2P − 1, so R = R_S/(2P − 1).

If the wall reflects like a mirror, P follows from random straight flights in open space. Crossing the wall's plane outside the hole is the mirror image of a reflection, and the electron stays in its block. Crossing inside the hole changes the block, so a sign that starts at +1 is reversed. The mean final sign is 2P − 1.

The flights were stopped at a large radius b, and the spreading resistance beyond it was added. From (5), at large distance V/2 − φ ≈ Va/(πb). Dividing by I = 2aV/ρ gives ρ/(2πb) for each block, or ρ/(πb) in total. Here b was increased by 0.71 l, the approximate offset of an absorbing boundary, which changes R/R_S at a* by less than 0.01.

The results, with their statistical standard errors, are:

- a = 8 nm: R_S = 4.360 Ω, R_M = 1.027 Ω, flights 5.149 ± 0.014 Ω.
- a = 33.95 nm: R_S = R_M = 0.242 Ω, flights 0.443 ± 0.002 Ω.
- a = 160 nm: R_S = 0.0109 Ω, R_M = 0.0514 Ω, flights 0.0596 ± 0.0011 Ω.

At the crossing the resistance is 1.832 ± 0.007 times the common value. That run stopped at 12 mean free paths; stopping at 7 gave 1.829 ± 0.010. The answer to the last question in (c) is therefore no: with a mirror-like wall, either formula alone is about 45 % below the simulated resistance.

The sum R_S + R_M, 0.484 Ω, is about 9 % above the simulated value. It is a useful estimate here, not a derived law.

The crossover is also wide. At 8 nm, where a = 0.2 l, Sharvin's formula is still 15 % below the simulated resistance. At 160 nm, where a = 4 l, Maxwell's is about 14 % below it, with a statistical uncertainty of about 2 percentage points. The radius a* marks the middle of a gradual change, with no sudden switch of mechanism.

**Temperature, size and heating**

Suppose the chip runs at 375 K and l falls as 1/T, a rough rule for scattering by lattice vibrations. Then l = 40 × 300/375 nm = 32 nm, and a* falls to 27.2 nm. At fixed density and hole radius, (4) leaves R_S unchanged, while R_M rises by the factor 375/300 = 1.25. The crossing moves because Maxwell's resistance changes.

The finite electron wavelength matters little. Equation (4) can be written as

1/R_S = [e²/(πħ)]·(k_F a)²/4,

where e²/(πħ) is the conductance of one fully transmitting transverse mode with two spins. At a*, k_F a = 461.8, and the formula implies 53 324 modes. A long hard-walled channel of the same radius has 53 089, which is 0.44 % fewer. The thermal energy is 0.37 % of the Fermi energy, so thermal smearing is also small.

Geometry matters more. If each electrode is contacted on the surface ζ = b/a* with b = 500 nm, equation (5) shows that the missing fraction of R_M is 1 − (2/π) arctan(b/a*) = 4.3 %. A wall of thickness t = 5 nm, treated as an ohmic channel, adds

[ρt/(πa²)]/[ρ/(2a)] = 2t/(πa) = 9.4 %

of R_M at a*. This is only a size estimate. It takes the current as uniform across the channel, whereas it crowds at the rim, and a full ohmic solution adds about 12 %. Moreover t is much shorter than l, so Ohm's law does not hold there. For electrons that cross the hole without a collision, mirror-like side walls add no resistance, while rough ones add some by sending electrons back.

At V = 0.1 mV, the simulated resistance gives I = 0.1 mV/0.443 Ω = 0.226 mA, a mean current density of 6.2 MA/cm². To estimate the heating, suppose that the contact is diffusive and that electrons carry the heat, with thermal conductivity LT/ρ and L = (π²/3)(k_B/e)². Let T depend on φ alone. Because ∇²φ = 0, the balance of heat flow and Joule heating becomes

d/dφ [LT(dT/dφ)] = −1.

With T = T₀ at φ = ±V/2, two integrations give

T² = T₀² + (V²/4 − φ²)/L.

The peak is at φ = 0. For a small rise it is V²/(8LT₀) above T₀, here about 0.17 mK. Heating inside this isolated contact is negligible at this bias; the estimate does not include heat from the rest of a chip.

**Comparison with real interconnects**

The density, mean free path and resulting resistivity are close to rough room-temperature values for bulk copper. Real copper lines differ from the model first of all in shape: they are long channels, not holes in a thin wall. Even with the bulk resistivity, a line 1 µm long with a radius of 15 nm has a resistance ρt/(πa²) of about 23 Ω, while R_S + R_M for a hole of that radius is only about 1.8 Ω. Scattering at surfaces and grain boundaries, and barrier liners, add further resistance. If extra scattering halves l throughout the metal near the hole, (8) halves a* to about 17 nm. If a liner in the hole transmits half the electrons at every angle, the ballistic current is halved and R_S doubles. In a wide hole such a liner adds a resistance of order R_S, which fades against R_M as l/a. Because the ballistic resistance is changed, (8) does not apply to a lined hole. Copper's Fermi surface is also not a perfect sphere, an effect not sized here. The value 34 nm is thus a scale for clean, barrier-free contacts much shorter than their radius, not a design limit for a lined via. The full set of values is in the numerical output.

Calculated quantities

```
electron density (rough input): 85.0 nm^-3
mean free path (rough input): 40.0 nm
temperature: 300 K
Fermi wave number: 13.602 nm^-1
Fermi energy: 7.049 eV
resistivity: 1.6436 microohm cm
resistivity times path: 657.43 ohm nm^2
disc solver R a/rho: 0.499984 (dimensionless)
one-way cosine average: 0.250000 (dimensionless)
mean squared cosine: 0.333333 (dimensionless)
crossing a/l, formula: 0.848826 (dimensionless)
crossing a/l, numerical: 0.848854 (dimensionless)
crossing radius: 33.953 nm
crossing diameter: 67.906 nm
Maxwell resistance at crossing: 0.24204 ohm
Sharvin resistance at crossing: 0.24204 ohm
radius 8.00 nm: Maxwell 1.02723 ohm
  Sharvin 4.35972 ohm
  random flights 5.14929 ohm
  standard error 0.01434 ohm
radius 33.95 nm: Maxwell 0.24204 ohm
  Sharvin 0.24204 ohm
  random flights 0.44336 ohm
  standard error 0.00166 ohm
radius 160.00 nm: Maxwell 0.05136 ohm
  Sharvin 0.01090 ohm
  random flights 0.05964 ohm
  standard error 0.00108 ohm
flight R / Sharvin R at crossing: 1.832 (dimensionless)
  its standard error: 0.007 (dimensionless)
same ratio, shorter cutoff: 1.829 (dimensionless)
  its standard error: 0.010 (dimensionless)
kF times crossing radius: 461.84 (dimensionless)
counted transverse modes: 53089 (number)
continuous mode estimate: 53324.2 (number)
mode shortfall: 0.441 percent
kT/Fermi energy: 0.00367 (dimensionless)
electrode radius: 500 nm
Maxwell share outside it: 4.32 percent
wall thickness: 5.0 nm
added channel / Maxwell R: 9.38 percent
hot operating temperature: 375 K
mean free path when hot: 32.00 nm
crossing radius when hot: 27.16 nm
applied bias: 0.10 mV
current at crossing: 0.2255 mA
mean current density: 6.228 MA/cm^2
estimated peak heating: 0.1706 mK
```
